# Dopant Striations from Small Oscillations of Growth Velocity in a Diffusion Film, part 1

(Sections cited here and not found follow in the second part.)

## I. Linear response of the solute layer

### Growth speed and dopant incorporation

A crystal pulled from a doped melt often carries fine layers of alternately higher and lower dopant density, called striations. One cause is an unsteady growth speed. A dopant that the crystal takes up less readily than the melt is rejected at the interface and accumulates in front of it. If the interface speeds up, rejection increases and the accumulated layer grows richer, but this takes time, because the solute must diffuse. The crystal therefore records a filtered copy of the speed oscillation, changed in amplitude and displaced in phase. The task is to find this filter as a function of frequency.

Let the interface be flat, with growth speed

\[
V(t)=V_0\,[1+\varepsilon\cos\omega t],\qquad 0<\varepsilon\ll1, \tag{1}
\]

the same at every point of the interface. The coordinate \(z\) is measured from the moving interface into the melt. The solute concentration in the melt is \(C(z,t)\), and its diffusion coefficient is \(D\). The melt is dilute, and solid and melt have equal densities, so freezing by itself sets up no flow.

Stirring is represented by a stagnant film: for \(0<z<\delta\) the solute moves by diffusion alone relative to the melt, while at \(z=\delta\) convection holds the concentration at the bulk value \(C_\infty\). The thickness \(\delta\) is constant in time. The bulk concentration changes slowly as the melt is used up, and this change is neglected over the few periods considered.

At the interface the solid takes up the concentration

\[
C_S=k\,C(0,t), \tag{2}
\]

with a constant partition coefficient \(k>0\). Diffusion in the solid is neglected, so each layer keeps the composition with which it froze.

### Transport equation and interface balance

In the frame of the interface the melt approaches with velocity \(-V\). The solute flux in the direction of increasing \(z\) is therefore

\[
J=-D\,\frac{\partial C}{\partial z}-V C . \tag{3}
\]

Conservation, \(\partial C/\partial t=-\partial J/\partial z\), gives

\[
\frac{\partial C}{\partial t}=D\,\frac{\partial^2 C}{\partial z^2}+V(t)\,\frac{\partial C}{\partial z}. \tag{4}
\]

The solid also recedes with velocity \(-V\) in this frame and carries the flux \(-VC_S=-VkC(0,t)\). No solute is stored in the interface, so this equals (3) at \(z=0\):

\[
-D\,\frac{\partial C}{\partial z}-VC=-VkC
\quad\Longrightarrow\quad
-D\,\frac{\partial C}{\partial z}\Big|_{0}=V(t)(1-k)\,C(0,t). \tag{5}
\]

The right side is the rate at which solute is rejected. For \(k<1\) the concentration falls with distance from the interface; for \(k>1\) it rises. The outer condition is \(C(\delta,t)=C_\infty\).

### Steady growth

Set \(\varepsilon=0\) and write \(C_0(z)\) for the steady profile and \(C_i=C_0(0)\) for its interface value. Distance is measured in units of \(D/V_0\):

\[
\zeta=\frac{V_0z}{D},\qquad \Delta=\frac{V_0\delta}{D}. \tag{6}
\]

In a steady state the flux (3) is the same at every \(z\) and equals its interface value \(-V_0kC_i\). Dividing by \(-V_0\) gives

\[
\frac{dC_0}{d\zeta}+C_0=kC_i . \tag{7}
\]

The solution that equals \(C_i\) at \(\zeta=0\) is

\[
C_0=C_i\left[k+(1-k)e^{-\zeta}\right],\qquad
\frac{dC_0}{d\zeta}=-(1-k)C_i\,e^{-\zeta}. \tag{8}
\]

At \(\zeta=\Delta\) the concentration is \(C_\infty\), which fixes \(C_i\). The ratio of solid to bulk concentration follows:

\[
k_{\rm eff}=\frac{kC_i}{C_\infty}=\frac{k}{k+(1-k)e^{-\Delta}} . \tag{9}
\]

For a thin film, \(\Delta\to0\), rejected solute escapes easily and \(k_{\rm eff}\to k\). For a thick film \(k_{\rm eff}\to1\): the layer grows until the crystal takes up solute as fast as the melt supplies it.

### First-order problem

With the convention that physical quantities are real parts of complex amplitudes times \(e^{i\omega t}\), write

\[
C=C_0+\varepsilon\,C_i\,\mathrm{Re}\left[g(\zeta)\,e^{i\omega t}\right],\qquad
G\equiv g(0). \tag{10}
\]

The number \(G\) is the relative change of interface concentration per relative change of growth speed. A positive phase of \(G\) means that the concentration leads the speed in time.

Insert (1) and (10) into (4). The terms without \(\varepsilon\) cancel because \(C_0\) is steady. The product of the oscillating parts of \(V\) and \(\partial C/\partial z\) is of order \(\varepsilon^2\) and is dropped. What remains is

\[
i\omega g=D\,\frac{d^2g}{dz^2}+V_0\frac{dg}{dz}+\frac{V_0}{C_i}\frac{dC_0}{dz}. \tag{11}
\]

Multiply by \(D/V_0^2\), use (8), and denote \(d/d\zeta\) by a prime:

\[
iW g=g''+g'-(1-k)e^{-\zeta},\qquad W=\frac{\omega D}{V_0^2}. \tag{12}
\]

The last term describes the changed rate at which the melt, with its steady concentration gradient, is carried towards the interface. For \(k<1\) it is negative, because faster growth brings in leaner melt.

In (5) both the speed and the concentration oscillate. To first order their product changes by the sum of their relative changes, so

\[
-g'(0)=(1-k)\,[\,g(0)+1\,],\qquad g(\Delta)=0. \tag{13}
\]

The "1" is the extra rejection caused directly by the speed. The term \(g(0)\) is the extra rejection caused by the altered concentration.

### Solution

A particular solution of (12) is proportional to the forcing. Since \(e^{-\zeta}\) satisfies \(g''+g'=0\), inserting \(g_p=-Pe^{-\zeta}\) leaves \(-iWP=-(1-k)\), hence

\[
g_p=-P\,e^{-\zeta},\qquad P=\frac{1-k}{iW}. \tag{14}
\]

This term has a simple meaning. Relative to its mean motion the interface is displaced by \(h=\varepsilon\,\mathrm{Re}[(V_0/i\omega)e^{i\omega t}]\). A profile that ignores this displacement appears from the interface as \(C_0(z+h)\approx C_0+h\,dC_0/dz\), and the second term, divided by \(\varepsilon C_i\), has the complex amplitude (14). The remaining part of the solution describes how diffusion reacts at the two boundaries.

For the homogeneous equation try \(e^{m\zeta}\). Then \(m^2+m-iW=0\), with roots

\[
m=\frac{-1\pm s}{2},\qquad s=\sqrt{1+4iW},\quad \mathrm{Re}\,s>0. \tag{15}
\]

The general solution is

\[
g=-Pe^{-\zeta}+e^{-\zeta/2}\left[A\cosh\frac{s\zeta}{2}+B\sinh\frac{s\zeta}{2}\right]. \tag{16}
\]

At the interface this gives

\[
G=A-P,\qquad g'(0)=P-\frac A2+\frac{sB}{2}. \tag{17}
\]

The outer condition \(g(\Delta)=0\), multiplied by \(e^{\Delta/2}\), is

\[
A\cosh\frac{s\Delta}{2}+B\sinh\frac{s\Delta}{2}=Pe^{-\Delta/2}. \tag{18}
\]

Two abbreviations keep the algebra short:

\[
\Sigma=s\coth\frac{s\Delta}{2},\qquad
E=\frac{s\,e^{-\Delta/2}}{\sinh(s\Delta/2)} . \tag{19}
\]

Dividing (18) by \(\sinh(s\Delta/2)\) and multiplying by \(s\) gives \(sB=PE-A\Sigma\). Insert this and (17) into the first condition of (13):

\[
-P+\frac A2-\frac{PE}{2}+\frac{A\Sigma}{2}=(1-k)(A-P+1). \tag{20}
\]

Collect the terms with \(A\) on the left. Their coefficient is \(\tfrac12+\tfrac12\Sigma-(1-k)=k+\tfrac12(\Sigma-1)\). On the right, \(P-(1-k)P=kP\). Therefore

\[
A\left[k+\frac{\Sigma-1}{2}\right]=1-k+kP+\frac{PE}{2}. \tag{21}
\]

Now form \(G=A-P\) over the common denominator. The terms \(kP\) cancel, leaving the numerator \(1-k-\tfrac12P(\Sigma-1-E)\). With \(P\) from (14),

\[
G=(1-k)\,
\frac{1-\dfrac{\Sigma-1-E}{2iW}}
{k+\dfrac{\Sigma-1}{2}} . \tag{22}
\]

This is the response for any film thickness and frequency within the model. The first term of the numerator comes from extra rejection at the interface; the second comes from the changed supply of melt. For \(k=1\) nothing is rejected and \(G=0\).

The full time-dependent equations (4) and (5), without linearisation, were integrated numerically with \(\varepsilon=0.01\). The cases \((k,\Delta,\omega\delta^2/D)\) were \((0.35,\,0.158,\,4.71)\), \((0.1,\,1,\,3)\), \((2.5,\,0.5,\,8)\) and \((0.1,\,5,\,30)\). The largest difference between the computed response and (22), relative to (22), was \(1.9\times10^{-4}\).

### From time to depth in the crystal

By (2), (9) and (10) the solid forming at time \(t\) has concentration \(k_{\rm eff}C_\infty\{1+\varepsilon|G|\cos(\omega t+\arg G)\}\). The depth \(x\) along the growth direction is

\[
x=\int_0^tV\,dt'=V_0t+\frac{\varepsilon V_0}{\omega}\sin\omega t . \tag{23}
\]

Thus \(\omega t=\omega x/V_0-\varepsilon\sin\omega t\). The correction shifts the argument of a cosine whose amplitude already contains \(\varepsilon\), so its effect is of order \(\varepsilon^2\):

\[
C_S(x)=k_{\rm eff}C_\infty\left[1+\varepsilon|G|\cos\!\left(\frac{\omega x}{V_0}+\arg G\right)\right]+O(\varepsilon^2). \tag{24}
\]

The striation spacing is \(\lambda=2\pi V_0/\omega\). If \(\arg G\) is negative, the dopant maximum lies in material grown after the speed maximum, at a distance \(-\lambda\arg G/2\pi\) from it.

### Slow oscillations

When \(W\to0\) at fixed \(\Delta\), (15) gives \(s\approx1+2iW\). Regard \(f(s)=\Sigma-1-E\) as a function of \(s\). At \(s=1\) it vanishes, because \(\cosh(\Delta/2)-\sinh(\Delta/2)=e^{-\Delta/2}\). Hence \(f/(2iW)\to f'(1)\), where the prime now means \(d/ds\). Differentiating (19) and setting \(s=1\),

\[
f'(1)=\frac{\cosh\frac\Delta2-e^{-\Delta/2}}{\sinh\frac\Delta2}
+\frac\Delta2\,\frac{e^{-\Delta/2}\cosh\frac\Delta2-1}{\sinh^2\frac\Delta2}. \tag{25}
\]

The first fraction is 1. In the second, \(e^{-\Delta/2}\cosh(\Delta/2)-1=-\tfrac12(1-e^{-\Delta})=-e^{-\Delta/2}\sinh(\Delta/2)\). The numerator of (22) therefore tends to

\[
1-f'(1)=\frac{\Delta}{2}\frac{e^{-\Delta/2}}{\sinh(\Delta/2)}=\frac{\Delta e^{-\Delta}}{1-e^{-\Delta}}. \tag{26}
\]

The denominator tends to \(k+e^{-\Delta}/(1-e^{-\Delta})\). Multiplying both by \(1-e^{-\Delta}\),

\[
G\to\frac{(1-k)\Delta e^{-\Delta}}{k+(1-k)e^{-\Delta}}=\Delta(1-k_{\rm eff}). \tag{27}
\]

Differentiating the logarithm of (9) shows that this is also \(d\ln k_{\rm eff}/d\ln V_0\) at fixed \(\delta\). A sufficiently slow oscillation thus moves the crystal along its steady segregation law.

### Fast oscillations

Let \(W\gg1\), with \(|s|\Delta\gg1\) as well. Then \(s\approx2\sqrt{iW}\), \(\coth(s\Delta/2)\to1\) and \(E\to0\). The second term in the numerator of (22) is of order \(W^{-1/2}\), and the denominator is \(\sqrt{iW}\) to leading order if also \(\sqrt W\gg k\). Thus

\[
G\to\frac{1-k}{\sqrt{iW}}=(1-k)\frac{V_0}{\sqrt{\omega D}}\,e^{-i\pi/4}. \tag{28}
\]

For \(k<1\) the dopant lags the speed by \(45^\circ\), and its amplitude falls as \(\omega^{-1/2}\). The film thickness has disappeared: solute diffuses only a distance of order \(\sqrt{D/\omega}\) in a cycle and does not reach the outer edge. For \(k>1\) the factor \(1-k\) is negative and adds \(180^\circ\) to the phase.

## II. Thin and thick films, and a silicon crystal

### Quantities carried over

The growth speed is \(V_0(1+\varepsilon\cos\omega t)\), the melt diffusivity \(D\), the partition coefficient \(k\) and the film thickness \(\delta\). The dimensionless groups are

\[
\Delta=\frac{V_0\delta}{D},\qquad W=\frac{\omega D}{V_0^2},\qquad
\theta=\frac{\omega\delta^2}{D}=W\Delta^2,\qquad s=\sqrt{1+4iW}. \tag{29}
\]

The relative dopant oscillation in the solid is \(\varepsilon|G|\cos(\omega x/V_0+\arg G)\), with \(G\) from (22), where \(\Sigma=s\coth(s\Delta/2)\) and \(E=s\,e^{-\Delta/2}/\sinh(s\Delta/2)\). Its slow limit is \(\Delta(1-k_{\rm eff})\), and its fast limit is (28).

### Thin film: a low-pass filter

A well-stirred melt has \(\Delta\ll1\). Keep \(\theta\) fixed, so that diffusion across the film may be fast or slow compared with the oscillation. Then \(s\Delta=\sqrt{\Delta^2+4i\theta}\to2y\), with \(y=\sqrt{i\theta}\), and

\[
\Sigma\approx\frac{2y}{\Delta}\coth y,\qquad
\frac{\Sigma-1-E}{2iW}=O(\Delta). \tag{30}
\]

The second estimate holds because \(\Sigma\) and \(E\) are of order \(1/\Delta\), while \(1/W=\Delta^2/\theta\). In the denominator of (22), \(\Sigma/2\) is larger than the other terms by a factor of order \(1/\Delta\), provided \(k\Delta\ll1\). To leading order

\[
G=(1-k)\,\Delta\,\frac{\tanh y}{y}. \tag{31}
\]

To separate amplitude and phase, put \(y=(1+i)\beta\) with \(\beta=\sqrt{\theta/2}\). The identity

\[
\tanh(\beta+i\beta)=\frac{\sinh2\beta+i\sin2\beta}{\cosh2\beta+\cos2\beta} \tag{32}
\]

gives the phase of the numerator directly. For its modulus use \(\sinh^2 2\beta+\sin^2 2\beta=\cosh^2 2\beta-\cos^2 2\beta\) and cancel one factor \(\cosh2\beta+\cos2\beta\). Since \(|y|=\sqrt\theta\) and \(\arg y=45^\circ\), for \(k<1\)

\[
|G|=\frac{(1-k)\Delta}{\sqrt\theta}
\left[\frac{\cosh2\beta-\cos2\beta}{\cosh2\beta+\cos2\beta}\right]^{1/2}, \tag{33}
\]

\[
\arg G=\arctan\frac{\sin2\beta}{\sinh2\beta}-45^\circ . \tag{34}
\]

For small \(\theta\), \(\tanh y/y\approx1-y^2/3=1-i\theta/3\). The amplitude is then \((1-k)\Delta\), with a lag of \(\theta/3\) radians. The power \(|G|^2\) falls to half its slow value at \(\theta=2.61\), found numerically from (33), which corresponds to the frequency \(2.61\,D/(2\pi\delta^2)\).

The two ends of this filter respond differently to stirring. At fixed \(V_0\), \(D\), \(k\) and speed oscillation, a thinner film lowers the response to slow oscillations in proportion to \(\delta\), but leaves the response to fast ones unchanged. This comparison excludes any effect of the stirring on the speed oscillation itself.

This part has derived the dopant response to a small, uniform oscillation of growth speed for any film thickness and frequency within the model, and has shown that a thin film acts as a low-pass filter. What remains is the thick-film limit, a worked example for phosphorus in silicon, and an assessment of the effects the model leaves out.
